# Why the Voltage Across a Growing Oxide Can Reverse

In a model of magnesium oxidizing at 300 K, the voltage across a 2.5 nm oxide is 1.16 V and drives metal ions outward, towards the oxygen. When the film is 3.5 nm thick the voltage is 0.030 V in the opposite sense and holds the ions back. Metal, oxygen level, temperature and ion mobility are the same in both films; the thickness alone has changed. Why should one more nanometre reverse the force on the ions?

The answer lies in two currents that must match although they depend on thickness in different ways. Cations hop through the oxide, and at zero field their flux falls as $1/L$. Electrons tunnel through it, and their flux falls exponentially. The voltage takes whatever value keeps the two equal.

## The voltage as a balancing device

Let the metal be at $x=0$ and the outer surface at $x=L$. Let $V$ be the potential of the metal side minus that of the outer surface, so $V>0$ aids outward-moving cations of charge $Ze$. The number fluxes $J_i$ of cations and $J_e$ of electrons are both counted positive outward.

If $J_e>ZJ_i$, negative charge collects outside and $V$ rises. This aids the ions and opposes the electrons, so the mismatch shrinks. If the ions lead, $V$ falls. The film therefore settles at

$$J_e(V,L)=ZJ_i(V,L)\equiv J. \qquad (1)$$

The charging current is neglected here. Between 1 and 4.5 nm it is below 1% of $J$ in the example.

The field $V/L$ is taken as uniform, which requires dilute mobile ions and an outer charge spread evenly over the surface. The ion densities on the first and last lattice planes, $n_0$ and $n_N<n_0$ per unit area, are held fixed.

## The ions

Let the film contain $N=L/b$ jumps of length $b$, with zero-field jump rate $w$. The field lowers the forward barrier and raises the backward one by half the energy drop per jump:

$$J_i=w\left(n_{k-1}e^{\alpha}-n_ke^{-\alpha}\right),\qquad \alpha=\frac{ZeVb}{2LkT}.$$

In steady state $J_i$ is the same for every $k$, so $n_k=e^{2\alpha}n_{k-1}-(J_i/w)e^{\alpha}$. This recursion has the fixed point $n^*=J_i/(2w\sinh\alpha)$, and the distance from it grows by $e^{2\alpha}$ per step: $n_N-n^*=e^{2N\alpha}(n_0-n^*)$. Solving for $n^*$, with $u=2N\alpha=ZeV/kT$, gives

$$J_i=2w\sinh\alpha\,\frac{n_0-n_Ne^{-u}}{1-e^{-u}}
=w\sinh\alpha\,\frac{n_0e^{N\alpha}-n_Ne^{-N\alpha}}{\sinh N\alpha}. \qquad (2)$$

Since $\sinh N\alpha/\sinh\alpha=\sum_{j=0}^{N-1}e^{(N-1-2j)\alpha}$, this is also

$$J_i=w\left[\frac{n_0}{\sum_{j=0}^{N-1}e^{-(2j+1)\alpha}}-\frac{n_N}{\sum_{j=0}^{N-1}e^{(2j+1)\alpha}}\right].$$

As $V$ rises the first term grows and the subtracted term shrinks, so $J_i$ increases with $V$. For thicknesses between whole numbers of jumps, (2) is used as a smooth interpolation. Two values matter below. At $V=0$ the flux is pure diffusion,

$$J_i(0,L)=\frac{wb(n_0-n_N)}{L}, \qquad (3)$$

and it vanishes when $n_0=n_Ne^{-u}$, that is, at

$$V_{\min}=-\frac{kT}{Ze}\ln\frac{n_0}{n_N}. \qquad (4)$$

## The electrons

Measure electron energy $\varepsilon$ from the metal's Fermi level. The oxide conduction edge lies $\chi_0$ above it at the metal. A positive $V$ raises electron energies at the outer surface, so the barrier is $\phi(x)=\chi_0+eVx/L$. The oxygen level is treated as a reservoir lying $eV_M$ below the Fermi level when $V=0$, hence $e(V_M-V)$ below it at voltage $V$. Measured from the conduction edge at the outer face, its depth is $\chi_L=\chi_0+eV_M$. Thermal smearing is left out for now.

Electrons in the window $-e(V_M-V)<\varepsilon<0$ can tunnel. Let $m$ be the oxide effective mass and $h=\hbar^2/2m$. Motion parallel to the film is conserved and costs $E_\parallel=hk_\parallel^2$ in the oxide. The flux per energy is $d\varepsilon/(2\pi\hbar)$, spin gives a factor 2, and $d^2k_\parallel/(2\pi)^2=dE_\parallel/(4\pi h)$ after the angular integral. Hence

$$J_e=\frac{1}{4\pi^2\hbar h}\int_{-e(V_M-V)}^{0}\!\!d\varepsilon\int_0^\infty\!\! dE_\parallel\,
\exp\!\left[-2\int_0^L\!\sqrt{\frac{\phi(x)-\varepsilon+E_\parallel}{h}}\,dx\right]. \qquad (5)$$

This uses the semiclassical (WKB) transmission. Raising $V$ raises the barrier and narrows the window, so $J_e$ decreases with $V$ and reaches zero at $V_M$.

To do the integrals, replace $\phi(x)$ by its mean $\bar\phi=\chi_0+eV/2$. At $V=0$ the barrier is flat and nothing is lost. With $q=2L/\sqrt h$, the inner integral becomes, for $y=\bar\phi-\varepsilon$ and $s=t^2$,

$$G(y)=\int_y^\infty e^{-q\sqrt s}\,ds=\int_{\sqrt y}^\infty 2t\,e^{-qt}dt=2e^{-q\sqrt y}\left(\frac{\sqrt y}{q}+\frac1{q^2}\right).$$

The energy integral then runs over $y$ from $\bar\phi$ to $\bar\phi+e(V_M-V)=\chi_L-eV/2$. Defining $F(\phi)=\int_\phi^\infty G\,dy$ and setting $y=r^2$,

$$F(\phi)=4\int_{\sqrt\phi}^\infty e^{-qr}\left(\frac{r^2}{q}+\frac{r}{q^2}\right)dr
=e^{-q\sqrt\phi}\left(\frac{4\phi}{q^2}+\frac{12\sqrt\phi}{q^3}+\frac{12}{q^4}\right),$$

$$J_e=\frac{F(\chi_0+eV/2)-F(\chi_L-eV/2)}{4\pi^2\hbar h}. \qquad (6)$$

The first term is the outward flux and the second the return flux.

## Where the sign comes from

At $V_{\min}$ the ions have stopped and electrons still flow. At $V_M$ the reverse holds. Between these limits $J_e-ZJ_i$ falls steadily, so it vanishes at one voltage. If it is positive at $V=0$, the root lies at $V>0$; if negative, at $V<0$. Therefore

$$\operatorname{sign}V(L)=\operatorname{sign}\left[J_e(0,L)-ZJ_i(0,L)\right]. \qquad (7)$$

The direction of the force on the ions is decided by a comparison of two field-free fluxes.

Now multiply both by $L$. By (3), $L\,J_i(0,L)$ is constant. At $V=0$ every contribution to $L\,J_e(0,L)$ in (5) has the form $Le^{-2\kappa'L}$ with $\kappa'\ge\kappa=\sqrt{\chi_0/h}$, which decreases once $2\kappa L>1$. In the example this holds from the first 0.21 nm jump onward, since $2\kappa b=2.15$. If electrons win in the thinnest film, they must lose at one thickness $L^*$ and thereafter.

To leading order in $1/(2\kappa L)$, and dropping the return flux, (6) gives $J_e(0,L)\simeq\chi_0e^{-2\kappa L}/(4\pi^2\hbar L^2)$, because $q^2=4L^2/h$ and $q\sqrt{\chi_0}=2\kappa L$. Equating this to $C/L$ with $C=Zwb(n_0-n_N)$,

$$2\kappa L^*e^{2\kappa L^*}=\frac{2\kappa\chi_0}{4\pi^2\hbar C}
\quad\Rightarrow\quad 2\kappa L^*=W_0\!\left(\frac{2\kappa\chi_0}{4\pi^2\hbar C}\right), \qquad (8)$$

where $W_0$ is the Lambert function, the positive solution $y$ of $ye^y=z$.

## The magnesium example

The mobile species is taken to be Mg²⁺ interstitials in MgO, with $Z=2$, $b=0.21$ nm, a hopping barrier of 0.6 eV and an attempt rate of $10^{13}$ s⁻¹. At $kT=0.02585$ eV this gives $w=833$ s⁻¹. The densities are $n_0=10^{-4}$ and $n_N=10^{-7}$ nm⁻². For electrons, $\chi_0=2.5$ eV, $V_M=1.5$ V and $m=0.4$ electron masses, so $\kappa=5.12$ nm⁻¹.

Then $C=2(832.6)(0.21)(9.99\times10^{-5})=0.0349$ nm⁻¹ s⁻¹. With $\hbar=6.58\times10^{-16}$ eV s, the argument in (8) is $2.8\times10^{16}$, its Lambert function is 34.3, and $L^*=34.3/10.25=3.35$ nm. The full expression (6) gives 3.36 nm, or 63.5 bohr.

| $L$ (nm) | $V$ (V) | $J$ (nm⁻² s⁻¹) | $C_e$ |
|---|---|---|---|
| 1.00 | 1.500 | $3.3\times10^4$ | 0.0001 |
| 2.50 | 1.159 | 7.2 | 0.48 |
| 3.00 | 0.258 | 0.25 | 0.61 |
| 3.50 | −0.030 | $2.5\times10^{-3}$ | 0.94 |
| 4.00 | −0.087 | $1.4\times10^{-5}$ | 0.99 |

The last column is explained below. At 3 nm the field-free electron flux is 0.53 nm⁻² s⁻¹ against an ionic charge flux of 0.012, so the voltage must help the ions. At 4 nm the figures are $1.0\times10^{-5}$ and $8.7\times10^{-3}$, and it must restrain them. Over that nanometre the ionic figure fell by a quarter and the electronic one by a factor of about 50,000.

The mean-barrier step affects the voltages little. Solving the hopping equations numerically and integrating (5) with the sloping barrier, at six thicknesses from 2.10 to 3.99 nm, changed $V$ by less than 0.006 V. The table uses (6); the sloping barrier changes its values of $J$ by less than 2%.

## Who controls the rate?

It is tempting to read $L^*$ as the point where control of growth passes from ions to electrons. To examine this, multiply the electron flux by a factor $f$ and ask how $J$ responds. Let

$$s_i=\frac{\partial\ln J_i}{\partial V},\qquad s_e=-\frac{\partial\ln J_e}{\partial V}.$$

A small change in $f$ at fixed $L$ shifts $V$. Both sides of (1) must change equally, so $d\ln f-s_e\,dV=s_i\,dV$. Since $d\ln J=s_i\,dV$,

$$C_e\equiv\frac{d\ln J}{d\ln f}=\frac{s_i}{s_i+s_e}. \qquad (9)$$

The ions hold the remaining share, $1-C_e$. The current whose flux responds weakly to voltage has the control, because the other one can be adjusted to match it.

In the thin film, $V$ is pinned near $V_M$. There $J_e$ is a small difference of two large opposing fluxes, so a tiny voltage change alters it greatly. Thus $s_e$ is huge, $C_e$ is nearly zero, and ions limit growth.

At 2.5 nm the field is still strong. For $u\gg1$, (2) reduces to $J_i\simeq2wn_0\sinh\alpha$, so $s_i\simeq(Zeb/2LkT)\coth\alpha$. Here $\alpha=3.8$ and $s_i\simeq0.42/0.129=3.3$ V⁻¹. With $C_e=0.48$, equation (9) implies $s_e\simeq3.5$ V⁻¹, so control is shared almost equally. Half control falls at about 2.5 nm (2.53 nm from (6), 2.52 nm with the sloping barrier), where the voltage still aids the ions by about 1.1 V. Unlike $L^*$, this thickness depends strongly on $V_M$.

For $V\le0$ the ions become far more responsive. Differentiating the logarithm of the second form of (2),

$$s_i=\frac{Ze}{2NkT}\left[\coth\alpha-N\coth N\alpha+N\frac{n_0e^{N\alpha}+n_Ne^{-N\alpha}}{n_0e^{N\alpha}-n_Ne^{-N\alpha}}\right].$$

The last fraction is at least 1 while ions flow outward. For $\alpha<0$ the first two terms equal $N\coth N|\alpha|-\coth|\alpha|$, which is not negative because $y\coth y$ increases with $y>0$. They cancel as $\alpha\to0$. Hence

$$s_i\ge\frac{Ze}{2kT}\qquad(V_{\min}<V\le0). \qquad (10)$$

For the electrons near $V=0$, the return flux at $L^*$ is smaller by roughly $\exp[-34.4(\sqrt{4/2.5}-1)]\approx10^{-4}$ and can be dropped. The leading dependence is $\ln J_e\simeq-q\sqrt{\bar\phi}$, with $d\bar\phi/dV=e/2$, so

$$s_e\simeq\frac{eq}{4\sqrt{\chi_0}}=\frac{e\kappa L}{2\chi_0}. \qquad (11)$$

At $L^*$, where $\alpha\to0$, the formula for $s_i$ becomes $(Ze/2kT)(n_0+n_N)/(n_0-n_N)=38.8$ V⁻¹, just above the bound (10). Equation (11) gives $s_e\simeq3.4$ V⁻¹, hence $C_e\simeq0.92$. Changing the electron prefactor slightly and solving (1) again also gives 0.92. Electron control has therefore been building up before the reversal and is strong when it occurs. The condition for this is $\kappa L^*kT/(Z\chi_0)\ll1$; here the ratio is 0.09.

## Growth after the reversal

Once electrons are scarce, a modest retarding voltage throttles the ions. In a weak field $\sinh\alpha\simeq\alpha$, and dividing (2) by (3) gives, for $V<0$,

$$\frac{J_i(V)}{J_i(0)}\simeq\frac{|u|}{e^{|u|}-1}\,\frac{n_0-n_Ne^{|u|}}{n_0-n_N}.$$

At 4 nm, $V=-0.0865$ V means $|u|=6.7$, and the ratio is about $1.6\times10^{-3}$. The same voltage raises the electron flux by a factor of only 1.40. Growth therefore stays near the field-free electron flux and far below the field-free ionic one.

The voltage cannot pass $V_{\min}=-0.0129\ln1000=-0.089$ V, and at 4.5 nm it is within 0.0001 V of this limit. The bound depends on $n_N$ being non-zero. If the outer plane held no mobile ions, the weak-field ratio above would become $|u|/(e^{|u|}-1)$, which never reaches zero, and the retarding voltage would keep growing with thickness. The bound (10) would still hold.

The values of $V_M$ and $V_{\min}$ are also linked. If both faces were in local equilibrium, $V_M-V_{\min}$ would equal the free energy released per formula unit divided by $2e$, about 2.95 V for MgO under oxygen at standard pressure. The chosen parameters give 1.59 V, so the model assumes that the rest is dissipated in the interface reactions. Closing the gap leaves $L^*$ at 3.36 nm but changes other results. Lowering $n_N$ to close it gives $V=-0.11$ V at 4 nm and $-0.18$ V at 4.5 nm, with no saturation at $-0.089$ V. Raising $V_M$ to 2.86 V instead gives $C_e=0.68$ at 2 nm and 0.61 at 2.5 nm.

In the model each cation is taken to add a volume $\Omega=0.0187$ nm³, so $dL/dt=\Omega J/Z$. At $L^*$, $J=0.0104$ nm⁻² s⁻¹ and the rate is $R^*=9.7\times10^{-5}$ nm/s. Taking $J\simeq J_e(0,L)\propto e^{-2\kappa L}/L^2$ and expanding its logarithm about $L^*$,

$$\frac{dL}{dt}\simeq R^*e^{-g(L-L^*)},\qquad g=2\kappa+\frac{2}{L^*}=10.8\ \text{nm}^{-1}.$$

Separating variables gives $e^{g(L-L^*)}-1=gR^*t$, or

$$L\simeq L^*+\frac1g\ln(1+gR^*t). \qquad (12)$$

The model takes 18 minutes to grow from 1 nm to $L^*$. One day later, (12) predicts 3.78 nm and full integration gives 3.80 nm. After a year the values are 4.32 and 4.36 nm. Most of the last difference comes from the retarding voltage's help to the electrons: a factor of 1.40 in flux is worth $\ln(1.40)/g=0.03$ nm.

The reversal also has an electrostatic meaning. With no field outside the film, the outer surface carries charge $-\epsilon V/L$ per area, where $\epsilon$ is the oxide permittivity. It is negative while electrons lead, zero at $L^*$, and positive afterwards, when arriving cations wait for electrons. This leaves out the charge of the mobile ions inside the film. Including it, the outer charge at $V=0$ and 3.36 nm is about $-5\times10^{-4}$ elementary charges per nm², a tenth of its size at 3.5 nm, so its zero lies slightly beyond $L^*$. Around the reversal this charge is sparse. At 3.5 nm, with a relative permittivity of 9.8, it amounts to one elementary charge per square of side 15 nm, much wider than the film is thick. There $V$ is an average over the surface, and the local field varies from place to place.

## When the reversal moves or disappears

From (8), $2\kappa L^*+\ln L^*$ changes by $\ln f$ when the electron flux is multiplied by $f$, so

$$\delta L^*\simeq\frac{\ln f}{2\kappa+1/L^*}.$$

A factor of ten moves $L^*$ by 0.22 nm. A tenfold increase in the ionic flux moves it inward by the same amount.

This makes the neglected effects easy to judge. At $L^*$, a metal-side image force screened by the optical permittivity 3.0 raises the electron flux by a factor of 5.1, a full treatment of a rectangular barrier between metals with 7 eV Fermi energy by 4.0, and thermal broadening by 1.05. Treated as independent factors, they together move $L^*$ outward by about 0.3 nm, or by about 0.2 nm if the static permittivity 9.8 screens the image force. The voltage at 3.5 nm would then still aid the ions, and the reversal would come slightly later. If the outer surface accepted electrons 100 times less readily, $L^*$ would move inward by 0.43 nm.

The reversal can also be absent. Suppose electrons had a second path, such as conduction through defects, whose flux decreased with $V$ but at $V=0$ fell only as $1/L$. If it exceeded the ionic charge flux at one thickness, it would do so at all, and by (7) $V$ would stay positive. Thermionic emission over the 2.5 eV barrier does not play this part here: at $L^*$ it is about $3\times10^{-29}$ of the tunnelling flux.

Magnesium in air does carry an oxide a few nanometres thick, as a rough size. The model's scale is compatible with this, but the agreement is a weak test. The barrier heights, mass and hopping energy are rough values, and $L^*$ scales nearly as $1/\kappa$: an oxide mass of 0.3 or 0.5 electron masses instead of 0.4 would give about 3.9 or 3.0 nm. The ionic flux enters only logarithmically, but the hopping energy sits in an exponent: 0.5 or 0.7 eV instead of 0.6 eV would give about 3.0 or 3.7 nm. The parabolic band behind $\kappa$ is also doubtful for levels this deep in the gap. If $\kappa^2$ at depth $E$ below the conduction edge is $E(1-E/E_g)/h$ instead of $E/h$, with a gap $E_g=7.8$ eV and the same mass, $L^*$ becomes about 4.2 nm. The ion density was chosen low to keep the field uniform. At $L^*$ the ions' own charge, estimated from a linear density profile, produces about 1.3 mV, against $kT/Ze=12.9$ mV; a density 100 times higher would invalidate the uniform field. Real films also contain defects and, in moist air, hydroxide. A defect path that multiplied tunnelling by 100 without changing its decay length would move $L^*$ outward by about 0.4 nm. The 15 MV/cm field at 1 nm exceeds a rough breakdown field of 10 MV/cm, so the model is doubtful below about 1.5 nm. Oxygen supply matters less: if every arriving molecule reacts, the growth at 1 nm needs $2\times10^{-3}$ Torr, and that at $L^*$ needs $7\times10^{-10}$ Torr. The remaining values are in the numerical output.

## Computed values

```
T = 300 K, kT = 0.02585 eV, Z = 2
barrier chi0 = 2.5 eV, V_M = 1.5 V, mass = 0.4 m_e
jump b = 0.21 nm, attempt = 1e+13 /s, W = 0.6 eV
n0 = 1e-04 /nm^2, nN = 1e-07 /nm^2
volume per cation = 0.0187 nm^3
static eps = 9.8, optical eps = 3.0
metal Fermi energy = 7.0 eV
jump rate w = 832.6 /s, kappa = 5.123 /nm
L nm | V volt | field MV/cm | J e/nm^2/s | C_e
1.00 | 1.5000 | 15.000 | 3.260e+04 | 0.0001
2.00 | 1.4915 | 7.457 | 7.117e+01 | 0.0335
2.50 | 1.1592 | 4.637 | 7.196e+00 | 0.4836
3.00 | 0.2578 | 0.859 | 2.518e-01 | 0.6138
3.25 | 0.0344 | 0.106 | 3.082e-02 | 0.8817
3.50 | -0.0299 | -0.085 | 2.513e-03 | 0.9398
4.00 | -0.0865 | -0.216 | 1.439e-05 | 0.9898
4.50 | -0.0893 | -0.198 | 7.113e-08 | 0.9999
L nm | field-free J_e | field-free Z*J_i (both /nm^2/s)
2.00 | 3.470e+04 | 1.747e-02
3.00 | 5.256e-01 | 1.164e-02
4.00 | 1.025e-05 | 8.734e-03
zero-voltage thickness L* = 3.360 nm = 63.49 bohr
L* from Lambert formula = 3.352 nm
charge flux at L* = 1.040e-02 /nm^2/s
retarding limit V_min = -0.0893 V
largest V difference, direct vs formula = 0.0053 V
s_i at L* = 38.76 /V, estimated s_e = 3.44 /V
C_e at L*: solved 0.9226, estimated 0.9184
half electron control: L = 2.527 nm, V = 1.116 V
J / J_e(0) at 4 nm = 1.404
J / Z*J_i(0) at 4 nm = 1.65e-03
growth rate at L* = 9.722e-05 nm/s, g = 10.84 /nm
time from 1 nm to L* = 1094.0 s
one day after L*: 3.798 nm, log law 3.777 nm
one year after L*: 4.359 nm, log law 4.320 nm
space-charge potential at L* = 1.27 mV, kT/Ze = 12.93 mV
J_e factor, image lowering = 5.11
J_e factor, exact transmission = 3.99
J_e factor, thermal broadening = 1.054
L* shift from these three = +0.291 nm
L* shift, electron supply x 0.01 = -0.435 nm
thermionic / tunnelling flux at L* = 2.6e-29
field below rough breakdown 10 MV/cm for L > 1.50 nm
O2 pressure needed: 2.3e-03 Torr at 1 nm, 7.3e-10 Torr at L*
largest charging / growth current = 0.0074
ion diffusion time at L* = 0.154 s, growth time 1/(g R*) = 949 s
```
